# Keating's Elastic Constraint for Diamond-Structure Crystals: test program

```python
"""
Result under test, for the diamond structure with Keating's two terms:
  2 C44 (C11 + C12) = (C11 - C12) (C11 + 3 C12)
  C11=(alpha+3 beta)/A, C12=(alpha-beta)/A,
  C44=4 alpha beta/(A (alpha+beta)), sublattices relaxed.
alpha, beta: stretching and bending constants in N/m.
A: cubic edge in nm; d: bond length in nm; u: sublattice shift in nm.
Energy unit: (N/m) nm^2 = 1e-18 J. Elastic unit: (N/m)/nm = GPa.
Elastic constants are computed from an explicit crystal and from sound.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

A = 0.36
ALPHA, BETA = 130.0, 85.0
d = np.sqrt(3) * A / 4
K = 3 / (8 * d**2)
I3 = np.eye(3)
PAIRS = np.triu_indices(4, 1)

# Explicit crystal: neighbours are found by distance.
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
atoms = A * np.vstack([fcc, fcc + 0.25])
images = A * np.array(list(itertools.product((-1, 0, 1), repeat=3)))
neighbours = []
for number, atom in enumerate(atoms):
    vectors = (atoms[:, None] + images[None] - atom).reshape(-1, 3)
    lengths = np.linalg.norm(vectors, axis=1)
    first = vectors[abs(lengths - d) < 1e-8]
    second = vectors[abs(lengths - A / np.sqrt(2)) < 1e-8]
    assert len(first) == 4 and len(second) == 12
    neighbours.append((number // 4, first, second))


def strain_matrix(e):
    return np.array([[e[0], e[5] / 2, e[4] / 2],
                     [e[5] / 2, e[1], e[3] / 2],
                     [e[4] / 2, e[3] / 2, e[2]]])


def crystal_energy(x, alpha, betas, k2=0.0, pure_angle=False):
    """Energy of the eight-atom cell; x = six strains and u."""
    F = I3 + strain_matrix(x[:6])
    total = 0.0
    for sub, first, second in neighbours:
        r = first @ F + (1 - 2 * sub) * x[6:]
        gram = r @ r.T
        squares = np.diag(gram)
        total += 0.5 * K * alpha * np.sum((squares - d**2)**2)
        dots = gram[PAIRS]
        if pure_angle:
            norms = np.sqrt(squares)
            dots = d**2 * dots / np.outer(norms, norms)[PAIRS]
        total += K * betas[sub] * np.sum((dots + d**2 / 3)**2)
        if k2:
            stretch = np.linalg.norm(second @ F, axis=1)
            stretch = stretch - A / np.sqrt(2)
            total += 0.25 * k2 * np.sum(stretch**2)
    return total


def hessian(function, size, h):
    H = np.zeros((size, size))
    steps = h * np.eye(size)
    for i in range(size):
        for j in range(i, size):
            p, q = steps[i], steps[j]
            value = function(p + q) - function(p - q)
            value += function(-p - q) - function(q - p)
            H[i, j] = H[j, i] = value / (4 * h**2)
    return H


def elastic(alpha, betas, k2=0.0, pure_angle=False):
    H = hessian(lambda x: crystal_energy(
        x, alpha, betas, k2, pure_angle), 9, 1e-4)
    response = -np.linalg.solve(H[6:, 6:], H[6:, :6])
    relaxed = H[:6, :6] + H[:6, 6:] @ response
    return relaxed / A**3, H[:6, :6] / A**3, response


def formula(alpha, beta):
    return np.array([(alpha + 3 * beta) / A, (alpha - beta) / A,
                     4 * alpha * beta / (A * (alpha + beta))])


def cubic_matrix(c11, c12, c44):
    C = np.diag([c11 - c12] * 3 + [c44] * 3).astype(float)
    C[:3, :3] += c12
    return C


def ratio(c11, c12, c44):
    return 2 * c44 * (c11 + c12) / ((c11 - c12) * (c11 + 3 * c12))


def three(C):
    return np.array([C[0, 0], C[0, 1], C[3, 3]])


# Full elastic matrix and internal shift, also for unequal bending.
for al, ba, bb in [(130., 85., 85.), (50., 14., 14.),
                   (40., 5., 17.), (30., 45., 45.), (60., 60., 60.)]:
    be = (ba + bb) / 2
    C, frozen, response = elastic(al, (ba, bb))
    scale = np.max(abs(C))
    expected = cubic_matrix(*formula(al, be))
    assert np.max(abs(C - expected)) < 1e-5 * scale
    assert abs(ratio(*three(C)) - 1) < 1e-5
    assert abs(frozen[3, 3] - (al + be) / A) < 1e-5 * scale
    zeta_here = (al - be) / (al + be)
    wanted = np.zeros((3, 6))
    wanted[:, 3:] = -A / 4 * zeta_here * I3
    assert np.max(abs(response - wanted)) < 1e-5 * A
    if al == be:
        assert abs(C[0, 1]) < 1e-5 * scale
        assert abs(2 * C[3, 3] / (C[0, 0] - C[0, 1]) - 1) < 1e-5

C, frozen, response = elastic(ALPHA, (BETA, BETA))
c11, c12, c44 = three(C)
zeta = -response[0, 3] / (A / 4)
frozen_ratio = ratio(c11, c12, frozen[3, 3])
alpha_back = A * (c11 + 3 * c12) / 4
beta_back = A * (c11 - c12) / 4
assert abs(alpha_back / ALPHA - 1) < 1e-5
assert abs(beta_back / BETA - 1) < 1e-5
predicted = (c11 - c12) * (c11 + 3 * c12) / (2 * (c11 + c12))
assert abs(predicted / c44 - 1) < 1e-5
assert abs(frozen_ratio - 1) > 0.01

# A different bending term changes the relation.
angle_C = three(elastic(ALPHA, (BETA, BETA), pure_angle=True)[0])
angle_formula = np.array([
    (ALPHA + 8 * BETA / 3) / A, (ALPHA - 4 * BETA / 3) / A,
    4 * ALPHA * BETA / (A * (ALPHA + 16 * BETA / 9))])
assert np.max(abs(angle_C - angle_formula)) < 1e-5 * c11
assert abs(ratio(*angle_C) - 1) > 0.05

# Springs between second neighbours, with a rough trial strength.
K2 = 5.0
second_C = three(elastic(ALPHA, (BETA, BETA), k2=K2)[0])
second_formula = formula(ALPHA, BETA) + K2 / A * np.array([4, 2, 2])
assert np.max(abs(second_C - second_formula)) < 1e-5 * c11
assert abs(ratio(*second_C) - 1) > 1e-4

# Lattice vibrations, for Keating bonds or for Morse bonds.
bonds = A / 4 * np.array([[1, 1, 1], [1, -1, -1],
                        [-1, 1, -1], [-1, -1, 1]])
MORSE = 18.0  # inverse width in 1/nm, a rough value
DEPTH = 3 * ALPHA / (2 * MORSE**2)
MASS = 12.011 * const.atomic_mass


def force_matrix(q, F, u, morse):
    r = bonds @ F.T + u
    phase = np.exp(1j * q @ bonds.T)
    B0 = np.zeros((len(q), 4, 3, 6), complex)
    B0[..., :3] = -I3
    B0[..., 3:] = phase[..., None, None] * I3
    B1 = -phase.conj()[..., None, None] * B0
    H = np.zeros((len(q), 6, 6), complex)
    for center, B in enumerate((B0, B1)):
        for i in range(4):
            for j in range(i, 4):
                if i == j and center == 1:
                    continue
                if i == j and morse:
                    length = np.linalg.norm(r[i])
                    ex = np.exp(-MORSE * (length - d))
                    v1 = 2 * DEPTH * MORSE * (ex - ex**2)
                    v2 = 2 * DEPTH * MORSE**2 * (2 * ex**2 - ex)
                    slope = v1 / (2 * length)
                    curve = (v2 - v1 / length) / (4 * length**2)
                else:
                    force = ALPHA if i == j else BETA
                    rest = d**2 if i == j else -d**2 / 3
                    curve = 2 * K * force
                    slope = curve * (r[i] @ r[j] - rest)
                G = r[j] @ B[:, i] + r[i] @ B[:, j]
                H += curve * G.conj()[:, :, None] * G[:, None, :]
                X = B[:, i].conj().swapaxes(1, 2) @ B[:, j]
                H += slope * (X + X.conj().swapaxes(1, 2))
    return H


# Sound speeds test all three constants without imposed strain.
def sound_moduli(direction):
    q = 0.01 * np.array([direction]) / np.linalg.norm(direction)
    values = np.linalg.eigvalsh(
        force_matrix(q, I3, np.zeros(3), False))[0, :3]
    return 8 * values / (A**3 * 0.01**2)


sound100 = sound_moduli([1., 0., 0.])
sound110 = sound_moduli([1., 1., 0.])
s11, s44 = sound100[2], sound100[0]
s12 = 2 * sound110[2] - s11 - 2 * s44
assert np.max(abs(np.array([s11, s12, s44])
                  - formula(ALPHA, BETA))) < 1e-4 * c11
assert abs(ratio(s11, s12, s44) - 1) < 1e-3


def morse_energy(F, u):
    """Static energy of the two-atom cell."""
    r = bonds @ F.T + u
    lengths = np.linalg.norm(r, axis=1)
    stretch = DEPTH * np.sum(
        (1 - np.exp(-MORSE * (lengths - d)))**2)
    bend = 2 * K * BETA * np.sum(
        ((r @ r.T)[PAIRS] + d**2 / 3)**2)
    return stretch + bend


# The vibrational matrix is checked in a strained crystal.
F_test = I3 + strain_matrix([.01, -.004, .006, .008, .003, -.005])
u_test = np.array([.001, -.0007, .0004])
block = force_matrix(np.zeros((1, 3)), F_test, u_test, True)
direct = hessian(lambda x: morse_energy(F_test, u_test + x), 3, 1e-5)
assert np.max(abs(block[0, 3:, 3:].real - direct)) < \
    1e-4 * np.max(abs(direct))


def free_energy(F, u, temperature, mesh):
    energy = morse_energy(F, u)
    if temperature is None:
        return energy
    points = (np.arange(mesh) + 0.5) / mesh
    q = 4 * np.pi / A * np.array(
        list(itertools.product(points, repeat=3)))
    values = np.linalg.eigvalsh(force_matrix(q, F, u, True))
    assert values.min() > 0
    quantum = const.hbar * np.sqrt(values / MASS) / 1e-18
    heat = const.k * temperature / 1e-18
    modes = quantum / 2 + heat * np.log1p(-np.exp(-quantum / heat))
    return energy + np.mean(np.sum(modes, axis=1))


def warm_elastic(temperature, mesh=6):
    growth = 0.0
    if temperature is not None:
        growth = minimize_scalar(
            lambda e: free_energy((1 + e) * I3, np.zeros(3),
                                  temperature, mesh),
            bounds=(-0.01, 0.03), method="bounded",
            options={"xatol": 1e-8}).x

    def energy(x):
        strain = strain_matrix([x[0], x[1], 0, x[2], 0, 0])
        shift = np.array([x[3] * A / 4, 0, 0])
        return free_energy((1 + growth) * (I3 + strain), shift,
                           temperature, mesh)
    H = hessian(energy, 4, 1e-3)
    H = H[:3, :3] - np.outer(H[:3, 3], H[3, :3]) / H[3, 3]
    H /= A**3 / 4 * (1 + growth)**3
    return np.array([H[0, 0], H[0, 1], H[2, 2]]), growth


static, _ = warm_elastic(None)
assert np.max(abs(static - formula(ALPHA, BETA))) < 1e-3 * c11
warm = {T: warm_elastic(T) for T in (300.0, 1300.0)}
coarse, _ = warm_elastic(300.0, mesh=4)
assert np.max(abs(coarse - warm[300.0][0])) < 0.01 * c11

# Damaged (001) layer: free swelling is cancelled in the plane.
SWELL = 0.005
biaxial = c11 + c12 - 2 * c12**2 / c11


def layer_energy(s):
    best = minimize_scalar(
        lambda t: crystal_energy(
            np.array([-s, -s, t * s, 0, 0, 0, 0, 0, 0]),
            ALPHA, (BETA, BETA)) / s**2,
        bounds=(0, 1), method="bounded")
    return best.fun / A**3, best.x


small_modulus, small_out = layer_energy(1e-4)
assert abs(small_modulus / biaxial - 1) < 1e-3
assert abs(small_out - 2 * c12 / c11) < 1e-3
finite_modulus, _ = layer_energy(SWELL)
out_strain = 2 * c12 / c11 * SWELL
bond_strain = (-2 * SWELL + out_strain) / 3
z = np.exp(-MORSE * d * bond_strain)
bond_change = 2 * z**2 - z - 1
stored = biaxial * SWELL**2 * A**3 / 8 * 1e-18 / const.e

# Rough measured sizes for diamond, with their rounding intervals.
rough = np.array([1100.0, 130.0, 580.0])
half_digit = np.array([50.0, 5.0, 5.0])
corners = [ratio(*(rough + half_digit * np.array(signs)))
           for signs in itertools.product((-1, 1), repeat=3)]

print("Rough model parameters for diamond")
print(f"alpha = {ALPHA:.0f} N/m")
print(f"beta = {BETA:.0f} N/m")
print(f"cubic edge A = {A:.2f} nm")
print(f"bond length d = {d:.4f} nm")
print("Elastic constants from the explicit crystal")
print(f"C11 = {c11:.1f} GPa")
print(f"C12 = {c12:.1f} GPa")
print(f"C44 relaxed = {c44:.1f} GPa")
print(f"C44 predicted from C11 and C12 = {predicted:.1f} GPa")
print(f"left side = {2*c44*(c11+c12):.5e} GPa^2")
print(f"right side = {(c11-c12)*(c11+3*c12):.5e} GPa^2")
print(f"left/right = {ratio(c11,c12,c44):.6f} (no unit)")
print(f"left/right from sound = {ratio(s11,s12,s44):.5f} (no unit)")
print(f"internal strain zeta = {zeta:.4f} (no unit)")
print(f"2 C44/(C11-C12) = {2*c44/(c11-c12):.4f} (no unit)")
print("When the conditions are changed")
print(f"C44 frozen sublattices = {frozen[3,3]:.1f} GPa")
print(f"left/right frozen = {frozen_ratio:.4f} (no unit)")
print(f"left/right pure angle = {ratio(*angle_C):.4f} (no unit)")
print(f"trial second-neighbour spring = {K2:.1f} N/m")
print(f"left/right with it = {ratio(*second_C):.4f} (no unit)")
for name, value in zip(("C11", "C12", "C44"), second_C):
    print(f"{name} with it = {value:.1f} GPa")
print("Rough measured sizes, rounded inputs")
for name, value, half in zip(("C11", "C12", "C44"), rough, half_digit):
    print(f"{name} = {value:.0f} +/- {half:.0f} GPa")
print(f"left/right = {ratio(*rough):.2f} (no unit)")
print(f"rounding range = {min(corners):.2f} to {max(corners):.2f}")
print("Damaged crystalline (001) layer")
print(f"rough free linear swelling = {100*SWELL:.2f} %")
print(f"biaxial modulus = {biaxial:.1f} GPa")
print(f"in-plane stress = {-biaxial*SWELL:.2f} GPa")
print(f"elastic out-of-plane strain = {100*out_strain:.3f} %")
print(f"stored energy = {1000*stored:.3f} meV/atom")
print(f"finite-strain energy change = "
      f"{100*(finite_modulus/biaxial-1):.2f} %")
print(f"elastic bond strain = {100*bond_strain:.3f} %")
print(f"Morse bond stiffness change = {100*bond_change:.2f} %")
print("Zero-point and thermal motion with Morse bonds")
print(f"rough inverse width = {MORSE:.0f} 1/nm")
print(f"bond well depth = {DEPTH*1e-18/const.e:.2f} eV")
for T, (values, growth) in warm.items():
    print(f"{T:.0f} K: linear growth from static = {100*growth:.3f} %")
    for name, value, base in zip(("C11", "C12", "C44"), values, static):
        print(f"{T:.0f} K: {name} = {value:.1f} GPa, "
              f"change {100*(value/base-1):.1f} %")
    print(f"{T:.0f} K: left/right = {ratio(*values):.4f} (no unit)")
print("every check passed")
```

Output:

```
Rough model parameters for diamond
alpha = 130 N/m
beta = 85 N/m
cubic edge A = 0.36 nm
bond length d = 0.1559 nm
Elastic constants from the explicit crystal
C11 = 1069.4 GPa
C12 = 125.0 GPa
C44 relaxed = 571.1 GPa
C44 predicted from C11 and C12 = 571.1 GPa
left side = 1.36420e+06 GPa^2
right side = 1.36420e+06 GPa^2
left/right = 1.000000 (no unit)
left/right from sound = 1.00000 (no unit)
internal strain zeta = 0.2093 (no unit)
2 C44/(C11-C12) = 1.2093 (no unit)
When the conditions are changed
C44 frozen sublattices = 597.2 GPa
left/right frozen = 1.0458 (no unit)
left/right pure angle = 0.8491 (no unit)
trial second-neighbour spring = 5.0 N/m
left/right with it = 0.9942 (no unit)
C11 with it = 1125.0 GPa
C12 with it = 152.8 GPa
C44 with it = 598.8 GPa
Rough measured sizes, rounded inputs
C11 = 1100 +/- 50 GPa
C12 = 130 +/- 5 GPa
C44 = 580 +/- 5 GPa
left/right = 0.99 (no unit)
rounding range = 0.94 to 1.04
Damaged crystalline (001) layer
rough free linear swelling = 0.50 %
biaxial modulus = 1165.2 GPa
in-plane stress = -5.83 GPa
elastic out-of-plane strain = 0.117 %
stored energy = 1.060 meV/atom
finite-strain energy change = -0.50 %
elastic bond strain = -0.294 %
Morse bond stiffness change = 2.50 %
Zero-point and thermal motion with Morse bonds
rough inverse width = 18 1/nm
bond well depth = 3.76 eV
300 K: linear growth from static = 0.195 %
300 K: C11 = 1063.9 GPa, change -0.5 %
300 K: C12 = 119.7 GPa, change -4.2 %
300 K: C44 = 568.1 GPa, change -0.5 %
300 K: left/right = 1.0009 (no unit)
1300 K: linear growth from static = 0.295 %
1300 K: C11 = 1052.8 GPa, change -1.6 %
1300 K: C12 = 111.8 GPa, change -10.6 %
1300 K: C44 = 562.2 GPa, change -1.6 %
1300 K: left/right = 1.0024 (no unit)
every check passed
```
